# Gonze's second-order Kohn-Sham energy functional and the self-consistent Sternheimer equation

## The result

A closed-shell Kohn-Sham system has occupied orbitals $c_i$, eigenvalues $\varepsilon_i$ and density $n_0$, and its external potential is changed to

$$v(\lambda)=v_0+\lambda v_1+\lambda^2v_2 .$$

All quantities are expanded without factorials, $X(\lambda)=X_0+\lambda X_1+\lambda^2X_2+\dots$, so $E_2$ is half the second derivative of the energy. Let $u_i$ be trial first-order orbitals in the parallel gauge, which means

$$\langle c_j|u_i\rangle=0\quad\text{for all occupied } i,j. \tag{1}$$

With occupation $f=2$ per spatial orbital, the second-order energy functional is

$$\begin{aligned}E_2[u]={}&f\sum_i\big\{\langle u_i|H_0-\varepsilon_i|u_i\rangle+\langle u_i|v_1|c_i\rangle+\langle c_i|v_1|u_i\rangle+\langle c_i|v_2|c_i\rangle\big\}\\&+\tfrac12\iint K(\mathbf r,\mathbf r')\,n_1(\mathbf r)\,n_1(\mathbf r')\,d\mathbf r\,d\mathbf r',\end{aligned}\tag{2}$$

$$n_1=f\sum_i(c_i^*u_i+u_i^*c_i),\qquad K(\mathbf r,\mathbf r')=\left.\frac{\delta^2E_{\rm Hxc}}{\delta n(\mathbf r)\,\delta n(\mathbf r')}\right|_{n_0}. \tag{3}$$

Here $E_{\rm Hxc}$ is the Hartree plus exchange-correlation energy. Under the constraint (1), $E_2[u]$ is stationary if and only if

$$P_c(H_0-\varepsilon_i)u_i=-P_c\,(v_1+v_{\rm Hxc,1})\,c_i,\qquad v_{\rm Hxc,1}(\mathbf r)=\int K(\mathbf r,\mathbf r')\,n_1(\mathbf r')\,d\mathbf r', \tag{4}$$

with $P_c=1-\sum_j|c_j\rangle\langle c_j|$. This is the self-consistent Sternheimer equation: the unknown $u_i$ also enters the right side, through $n_1$. The stationary value of $E_2[u]$ is the second-order energy.

The assumptions are these. The occupations are fixed and equal, and a gap separates occupied from empty orbitals. The functional $E_{\rm Hxc}[n]$ does not itself depend on $\lambda$ and is twice differentiable at $n_0$. The potentials are real and local. The occupied orbitals are chosen so that $H_0c_i=\varepsilon_ic_i$.

## First derivation: expand the energy

**The path.** For orthonormal orbitals $\psi_i$, with $T$ the kinetic energy operator, the energy is

$$E_\lambda[\psi]=f\sum_i\langle\psi_i|T+v(\lambda)|\psi_i\rangle+E_{\rm Hxc}[n],\qquad n=f\sum_i|\psi_i|^2. \tag{5}$$

Insert $\psi_i=c_i+\lambda u_i+\lambda^2w_i+\dots$. Orthonormality at first order requires

$$\langle c_i|u_j\rangle+\langle u_i|c_j\rangle=0, \tag{6}$$

which (1) satisfies. At second order, its diagonal part requires

$$\langle c_i|w_i\rangle+\langle w_i|c_i\rangle=-\langle u_i|u_i\rangle. \tag{7}$$

Such a path exists for every trial $u$ obeying (1). The orbitals $c_i+\lambda u_i$ have overlap matrix $1+\lambda^2S$ with $S_{ij}=\langle u_i|u_j\rangle$, and multiplying them by $(1+\lambda^2S)^{-1/2}$ makes them orthonormal. This changes them first at order $\lambda^2$, so the first-order orbitals are still $u_i$.

**The second-order terms.** The density coefficients are $n_1$ from (3) and

$$n_2=f\sum_i\big(|u_i|^2+c_i^*w_i+w_i^*c_i\big).$$

A Taylor expansion of $E_{\rm Hxc}$ about $n_0$ gives, at order $\lambda^2$,

$$\int v_{\rm Hxc,0}\,n_2\,d\mathbf r+\tfrac12\iint K\,n_1n_1'\,d\mathbf r\,d\mathbf r',$$

where $v_{\rm Hxc,0}=\delta E_{\rm Hxc}/\delta n$ at $n_0$ and a prime on a density marks the argument $\mathbf r'$. The first term joins the matrix elements of $T+v_0$, which have the same combination of $u_i$ and $w_i$, and completes them to $H_0=T+v_0+v_{\rm Hxc,0}$. Hence

$$\begin{aligned}E_2={}&f\sum_i\big\{\langle u_i|H_0|u_i\rangle+\langle w_i|H_0|c_i\rangle+\langle c_i|H_0|w_i\rangle\\&+\langle u_i|v_1|c_i\rangle+\langle c_i|v_1|u_i\rangle+\langle c_i|v_2|c_i\rangle\big\}+\tfrac12\iint K\,n_1n_1'\,d\mathbf r\,d\mathbf r'.\end{aligned}$$

The second-order orbitals now drop out. Since $H_0c_i=\varepsilon_ic_i$, equation (7) gives

$$\langle w_i|H_0|c_i\rangle+\langle c_i|H_0|w_i\rangle=\varepsilon_i\big(\langle w_i|c_i\rangle+\langle c_i|w_i\rangle\big)=-\varepsilon_i\langle u_i|u_i\rangle.$$

This turns $\langle u_i|H_0|u_i\rangle$ into $\langle u_i|H_0-\varepsilon_i|u_i\rangle$, and the result is (2). Multiplied by the occupation $f$, the term $-\varepsilon_i\langle u_i|u_i\rangle$ is therefore the change in energy, to first order in the weight, when $c_i$ loses the weight that $u_i$ gains. First-order orbitals suffice for the second-order energy, which is the variational economy behind the $2n+1$ theorem.

**Why the parallel gauge is allowed.** Condition (6) is weaker than (1). It permits $u_i=\bar u_i+\sum_jc_jA_{ji}$ with $\bar u_i$ in the empty space and $A_{ij}^*=-A_{ji}$. The extra part of $n_1$ is

$$f\sum_{ij}\big(A_{ji}c_i^*c_j+A_{ji}^*c_j^*c_i\big)=f\sum_{ij}\big(A_{ji}+A_{ij}^*\big)c_i^*c_j=0,$$

where $i$ and $j$ were exchanged in the second term. The $v_1$ terms in (2) equal $\int v_1n_1\,d\mathbf r$, so they do not change either. In the $H_0$ term, the cross elements are proportional to $\langle\bar u_i|c_j\rangle=0$, and the occupied part is

$$f\sum_{ij}(\varepsilon_j-\varepsilon_i)|A_{ji}|^2=0,$$

because $|A_{ji}|=|A_{ij}|$ while the bracket changes sign under exchange. The block $A$ thus describes a rotation among equally occupied orbitals, and setting it to zero loses nothing. With unequal occupations this argument fails, since such a rotation can change the density.

**The variation.** Change $u_i$ to $u_i+\delta_i$ with $\langle c_j|\delta_i\rangle=0$. Write $n_1[\delta]$ for (3) with $\delta$ in place of $u$. For any real local potential $g$,

$$\int g\,n_1[\delta]\,d\mathbf r=2f\,{\rm Re}\sum_i\langle\delta_i|g|c_i\rangle. \tag{8}$$

The kernel is symmetric, so the two linear terms from $\tfrac12\iint Kn_1n_1'$ are equal and add to $\int v_{\rm Hxc,1}\,n_1[\delta]\,d\mathbf r$. The factor $\tfrac12$ has disappeared, and the full induced potential enters the equation. With (8), the linear change of $E_2$ is

$$\delta E_2=2f\,{\rm Re}\sum_i\langle\delta_i|R_i\rangle,\qquad R_i=(H_0-\varepsilon_i)u_i+(v_1+v_{\rm Hxc,1})c_i. \tag{9}$$

If this vanishes for every allowed $\delta_i$, it vanishes also for $i\delta_i$ (here $i$ in front is the imaginary unit), so both the real and the imaginary part of $\langle\delta_i|R_i\rangle$ are zero. As $\delta_i$ is arbitrary in the empty space, $P_cR_i=0$, which is (4). Conversely, (4) makes (9) vanish.

With Lagrange multipliers for (1), the same condition reads $R_i=\sum_jc_j\Lambda_{ji}$. Projection on $c_j$ gives

$$\Lambda_{ji}=(\varepsilon_j-\varepsilon_i)\langle c_j|u_i\rangle+\langle c_j|v_1+v_{\rm Hxc,1}|c_i\rangle=\langle c_j|v_1+v_{\rm Hxc,1}|c_i\rangle. \tag{10}$$

For a nondegenerate level, $\Lambda_{ii}$ is the first-order eigenvalue. To see this, expand $H\psi_i=\varepsilon_i(\lambda)\psi_i$ to first order and project on $c_i$: the $H_0-\varepsilon_i$ term vanishes and the expectation value of $v_1+v_{\rm Hxc,1}$ remains.

**Minimum or saddle.** The functional is quadratic, so about a solution $u$ the expansion

$$E_2[u+\delta]=E_2[u]+Q[\delta],\qquad Q[\delta]=f\sum_i\langle\delta_i|H_0-\varepsilon_i|\delta_i\rangle+\tfrac12\iint K\,n_1[\delta]\,n_1'[\delta]\,d\mathbf r\,d\mathbf r' \tag{11}$$

has no further terms. Take real orbitals and let $a$ label empty ones, $\delta_i=\sum_a\varphi_a(x_{ai}+\mathrm i\,y_{ai})$. The imaginary parts cancel in the density, $n_1[\delta]=2f\sum_{ai}x_{ai}\varphi_ac_i$, and

$$Q=f\Big[\sum_{ai,bj}x_{ai}M_{ai,bj}x_{bj}+\sum_{ai}(\varepsilon_a-\varepsilon_i)y_{ai}^2\Big],\qquad M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+2fK_{ai,bj}, \tag{12}$$

where $K_{ai,bj}=\iint\varphi_ac_i\,K\,\varphi_b'c_j'\,d\mathbf r\,d\mathbf r'$. The factor $2f$ comes from $\tfrac12(2f)^2=2f^2=f\cdot2f$. With a gap, the $y$ part is positive. If $M$ is also positive definite, the solution is the unique minimum, and any trial $u$ obeying (1) gives an upper bound to the second-order energy of the same model.

A gap alone does not ensure this, because the exchange-correlation part of $K$ can be negative. If $M$ has a negative eigenvalue, (4) still locates a stationary point, but not a minimum. If it has a zero eigenvalue, the linear response is not uniquely determined and may not exist.

## Second derivation: start from the Kohn-Sham equations

This route begins with the equation and ends with the functional. Assume that the self-consistent solution is a differentiable function of $\lambda$.

**The Sternheimer equation.** The occupied space is invariant under the self-consistent Hamiltonian $H(\lambda)$. For any smooth orthonormal basis $\psi_i(\lambda)$ of it that starts at $c_i$,

$$H(\lambda)\psi_i=\sum_j\psi_j\theta_{ji}(\lambda),\qquad \theta_{ji}(0)=\varepsilon_i\delta_{ji}, \tag{13}$$

with $\theta$ Hermitian. Using a matrix instead of eigenvalues avoids any difficulty with degenerate occupied levels. At first order,

$$H_0\psi_{i,1}+H_1c_i=\varepsilon_i\psi_{i,1}+\sum_jc_j\theta_{ji,1},\qquad H_1=v_1+v_{\rm Hxc,1}.$$

The expression for $H_1$ follows from differentiating $v_{\rm Hxc}[n]$ along the path. Apply $P_c$, which removes the last sum and commutes with $H_0$. With $u_i=P_c\psi_{i,1}$ the result is (4). The density $n_1$ may be computed from $u_i$ alone, because the occupied block was shown above to cancel.

**The energy at the solution.** Differentiate (5) along the solution, a dot denoting $d/d\lambda$. The orbital derivatives contribute

$$f\sum_i\big(\langle\dot\psi_i|H|\psi_i\rangle+\langle\psi_i|H|\dot\psi_i\rangle\big)=f\sum_{ij}\theta_{ji}\big(\langle\dot\psi_i|\psi_j\rangle+\langle\psi_i|\dot\psi_j\rangle\big)=0.$$

The second term was rewritten with $\theta_{ji}^*=\theta_{ij}$ and an exchange of labels; the bracket is the derivative of $\langle\psi_i|\psi_j\rangle=\delta_{ij}$. What survives is the explicit dependence,

$$\frac{dE}{d\lambda}=\int n\,\frac{dv}{d\lambda}\,d\mathbf r=\int(n_0+\lambda n_1+\dots)(v_1+2\lambda v_2+\dots)\,d\mathbf r.$$

The left side is $E_1+2\lambda E_2+\dots$. Comparing the terms in $\lambda$ gives

$$E_2=\tfrac12\int v_1n_1\,d\mathbf r+\int v_2n_0\,d\mathbf r. \tag{14}$$

This short formula holds at the solution.

**A functional with the right slope.** Seek a functional $F[u]$ whose linear variation is (9). Split that variation into a part depending on $u$ and a part that does not:

$$\delta F=B(\delta,u)+\ell(\delta),\qquad \ell(\delta)=\int v_1n_1[\delta]\,d\mathbf r,$$

$$B(\delta,u)=2f\,{\rm Re}\sum_i\langle\delta_i|H_0-\varepsilon_i|u_i\rangle+\iint K\,n_1[\delta]\,n_1'[u]\,d\mathbf r\,d\mathbf r'.$$

Because $H_0$ is Hermitian and $K$ is symmetric, $B(\delta,u)=B(u,\delta)$. This symmetry is what allows the equation to be integrated. The variation of $\tfrac12B(u,u)$ is $\tfrac12[B(\delta,u)+B(u,\delta)]=B(\delta,u)$, so

$$F[u]=F_0+\tfrac12B(u,u)+\ell(u), \tag{15}$$

with $F_0$ independent of $u$.

At a solution the variation vanishes for every allowed $\delta$. The choice $\delta=u$ gives $B(u,u)=-\ell(u)$, hence $F=F_0+\tfrac12\ell(u)$. Agreement with (14) fixes $F_0=\int v_2n_0\,d\mathbf r=f\sum_i\langle c_i|v_2|c_i\rangle$. It also fixes the scale: multiplying the slope by $\kappa$ would give $\tfrac\kappa2\ell(u)$, which agrees with (14) for a general $v_1$, with $F_0$ independent of $v_1$, only if $\kappa=1$. Written out, (15) is the functional (2).

**Two limits.** If $v_1$ is a constant, $P_cv_1c_i=0$ and $u=0$ solves (4): a shift of the energy zero induces no density. If $K$ is set to zero, expansion of (4) in empty orbitals and use of (14) with $v_2=0$ give

$$u_i=-\sum_a\varphi_a\frac{\langle\varphi_a|v_1|c_i\rangle}{\varepsilon_a-\varepsilon_i},\qquad E_2=-f\sum_{ai}\frac{|\langle\varphi_a|v_1|c_i\rangle|^2}{\varepsilon_a-\varepsilon_i},$$

the second-order energy of independent particles in a fixed potential.

## What each derivation assumes

The first derivation needs the energy functional and its second derivative at $n_0$. To obtain (2) and (4) it does not assume that the perturbed equations have been solved, or that their solution varies smoothly. In return it gives $E_2[u]$ a meaning for every trial $u$: it is the second-order energy of an actual orthonormal path. Identifying the stationary value with the self-consistent second-order energy does need a differentiable self-consistent branch. That branch is one of the orthonormal paths, so its second-order energy is $E_2[u]$ with $u_i=P_c\psi_{i,1}$, and the second derivation shows that these $u_i$ obey (4). With positive $M$, $E_2[u]$ at any trial $u$ is then an upper bound to that energy.

The second derivation assumes a differentiable branch of self-consistent solutions. It uses stationarity, not minimality, so it applies equally to a saddle point. It identifies the value of the functional with an energy at the solution; away from it, (15) is so far only a function with the right slope. It also shows what the functional requires of the potential. If a model specified $v_{\rm xc}$ without an underlying energy, and its kernel were not symmetric, the Sternheimer equation would still follow from (13), but the integration leading to (15) would fail.

Both derivations need fixed equal occupations. In a metal, occupations can change at first order, and (2) is then incomplete.

The constraint matters in both. Suppose $u_i$ is given a component $t\,c_j$ with $\varepsilon_j<\varepsilon_i$, without the compensating component in $u_j$ that (6) demands. The orbital term contributes $f(\varepsilon_j-\varepsilon_i)t^2<0$. The kernel term also contributes at order $t^2$, and for nonzero $u$ the functional can have terms linear in $t$ as well. If the $t^2$ part of the kernel term is smaller than the magnitude of the orbital contribution, the total coefficient of $t^2$ is negative and the functional has no lower bound, whatever the linear terms are.

## Worked example: water in an electric field

The example is a water molecule with bond length 1.8 bohr and angle 104 degrees, treated with Slater exchange, VWN correlation and the aug-cc-pVDZ basis. The field lies along the symmetry axis. In atomic units an electron in a field of strength $\lambda$ has the extra potential energy $\lambda z$, so $v_1=z$ and $v_2=0$. With the nuclei fixed, their contribution is linear in $\lambda$. The quadratic energy is $-\tfrac12\alpha\lambda^2$, hence $\alpha=-2E_2$.

At the solution of (4), the terms of (2) in atomic units are

- orbital term: $3.8027$
- external term: $-9.6692$
- Hartree term: $1.7108$
- exchange-correlation term: $-0.6789$

The three quadratic terms add to $4.8346$, which is minus half the external term, as $B(u,u)=-\ell(u)$ requires. Therefore

$$E_2=4.8346-9.6692=-4.8346,\qquad\alpha=9.67\ \text{a.u.}=1.43\ \text{Å}^3 .$$

Second differences of the self-consistent energies in finite fields, taken at two step sizes and combined to remove the leading step error, give $E_2=-4.834583$, which agrees with the functional to six decimals. The lowest eigenvalue of $M$ is 0.244 hartree, so this solution is a minimum with respect to the real variations in (12), and the gap of 0.239 hartree covers the imaginary ones.

Without self-consistency, that is with $K=0$, the polarizability is 13.48 a.u. The induced potential lowers it by $(13.48-9.67)/13.48=28\%$. At the solution the Hartree term opposes the polarization and the exchange-correlation term favours it, with the Hartree term larger.

These numbers belong to the aug-cc-pVDZ basis, which is not converged for the polarizability. In aug-cc-pVTZ with one further diffuse shell for each angular momentum, $\alpha$ rises by about 0.8 a.u. to 10.5 a.u. (1.56 Å$^3$). The $K=0$ value rises to 14.4 a.u., and the reduction becomes 27%. The Hartree and exchange-correlation terms become about $1.81$ and $-0.76$, while the gap and the lowest eigenvalue of $M$ keep the three digits shown. The extra digits quoted in this example serve to compare formulas within one basis and are not converged properties of water.

The occupied components show why (1) or (6) must be imposed. Adding $t\,c_1$ to $u_5$ alone changes the functional by a linear term $2f\,t\,\Lambda_{15}$, from (9) and (10), plus a quadratic term. The linear term vanishes here because $c_5$ is odd under reflection in the molecular plane while $c_1$ and $v_1+v_{\rm Hxc,1}$ are even. The quadratic term is $-36.54\,t^2$. The orbital part is $2(-18.621+0.271)=-36.70$, and the kernel restores about $0.16$. By contrast, the perturbed eigenvectors have an antisymmetric occupied block of norm 0.89 and give the same $E_2$.

The functional (2) and the short formula (14) agree at the solution but respond differently to an error $\delta$ in the orbitals. The first errs by $Q[\delta]$, the second by $\tfrac12\ell(\delta)$. For trial orbitals $u+x(u^{(0)}-u)$, where $u^{(0)}$ is the solution with $K=0$, the errors in $E_2$ are

| $x$ | functional (a.u.) | short formula (a.u.) |
|---|---|---|
| 1 | 2.124 | −1.905 |
| 0.1 | 0.02124 | −0.1905 |
| 0.01 | 0.0002124 | −0.01905 |

At $x=1$ the functional is slightly the worse of the two: a quadratic error is an advantage for small $\delta$, not for every $\delta$. Its errors are positive, as an upper bound demands, while the short formula here falls below the true value. At $x=0.01$ the functional is closer by a factor of about 90.

The numerical check also tests (2) and (9) at a random trial $u$ that does not solve the Sternheimer equation, by comparison with the full energy along an orthonormalized path and with the Sternheimer residual.

## Computed results

```
O-H bond length: 1.80 bohr; H-O-H angle: 104.0 degrees
Basis functions: 41; occupied orbitals: 5
Electrons integrated on grid: 10.00000
Unperturbed electronic energy: -85.121745 hartree
Gap between occupied and empty orbitals: 0.23857 hartree
Field step in finite differences: 0.002 a.u.
Sternheimer iterations: 124
Terms of E2 at the solution (a.u.):
  orbital term: 3.802672
  external term: -9.669165
  Hartree term: 1.710833
  xc term: -0.678922
E2 from functional: -4.834583 a.u.
E2 from short formula at solution: -4.834583 a.u.
E2 from finite-field energies: -4.834583 a.u.
Polarizability: 9.6692 a.u. = 1.4328 cubic angstrom
Polarizability without self-consistency: 13.4782 a.u.
Orbital: eps (hartree), norm <u|u> (a.u.), part of alpha (a.u.),
  first-order eigenvalue from multiplier and finite field (a.u.)
  1: -18.62098, 0.00001, 0.00088, 0.48485, 0.48485
  2: -0.93182, 0.02203, 0.11894, 0.52959, 0.52959
  3: -0.48952, 0.47796, 1.93135, 0.49766, 0.49766
  4: -0.34708, 2.91362, 5.80205, 0.22753, 0.22753
  5: -0.27136, 0.53877, 1.81595, 0.35221, 0.35221
Random trial: E2 functional 10.424983, energy path 10.424983 a.u.
Random trial slope: functional 1.267130, residual 1.267130 a.u.
Slope at the solution: 8.3e-11 a.u.
Lowest Hessian eigenvalue: 0.24412 hartree
Largest orbital deviation from finite field: 1.1e-07 a.u.
Norm of occupied block, diagonal gauge: 0.8878 a.u.
E2 with diagonal-gauge orbitals: -4.834583 a.u.
v2 = z^2 term: 7.026083 a.u.
E2 with v2: formula 2.191501, finite field 2.191501 a.u.
Curvature along forbidden occupied direction: -36.5441 a.u.
Trial = solution + x (non-self-consistent - solution), errors in a.u.:
  x = 1.00: functional 2.124e+00, short formula -1.905e+00
  x = 0.10: functional 2.124e-02, short formula -1.905e-01
  x = 0.01: functional 2.124e-04, short formula -1.905e-02
```
